# Capillary levelling of small long-wave ripples on a thin viscous film, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a uniform film to the levelling rate

A liquid film of mean thickness $h_0$, viscosity $\eta$ and surface tension $\gamma$ rests on a flat rigid substrate. Its surface carries a ripple of amplitude $a$ and wavevector $q = 2\pi/\lambda$, where $\lambda$ is the wavelength:

$$ h(x,t) = h_0 + a(t)\cos qx . $$

If the ripple is small, $a \ll h_0$, and long, $q h_0 \ll 1$, surface tension damps it exponentially:

$$ a(t) = a(0)\, e^{-\Gamma t}, \qquad \Gamma = \frac{\gamma h_0^3 q^4}{3\eta} . $$

The liquid is Newtonian and incompressible, $\gamma$ and $\eta$ are uniform, and no liquid evaporates. The liquid sticks to the substrate, and the air exerts no shear stress on the surface. Inertia, gravity and van der Waals forces are left out at first.

### Stage 1: a uniform film under a given pressure gradient

Take a film of constant thickness $h$, with $x$ along the substrate and $z$ upward from it. Suppose that the pressure $p$, measured from the ambient pressure, has a constant gradient $p_x$. Subscripts $x$, $z$ and $t$ denote partial derivatives. The horizontal velocity $u(z)$ is to be found.

Consider a thin horizontal layer of liquid. The shear stress on a horizontal plane is $\eta u_z$. The difference between the stresses above and below the layer must balance the pressure difference between its ends, so per unit volume

$$ \eta u_{zz} = p_x . $$

Integrating once gives $\eta u_z = p_x z + \text{constant}$. The shear stress vanishes at $z = h$, which fixes the constant as $-p_x h$:

$$ \eta u_z = p_x (z - h) . $$

A second integration, with $u(0) = 0$ because the liquid sticks to the substrate, gives

$$ u = \frac{p_x}{\eta}\left( \frac{z^2}{2} - h z \right) . $$

For $0 < z \le h$ the bracket is negative, so the liquid moves towards lower pressure. The volume flux per unit width is

$$ Q = \int_0^h u\, dz = \frac{p_x}{\eta}\left( \frac{h^3}{6} - \frac{h^3}{2} \right) = -\frac{h^3}{3\eta}\, p_x . $$

This is where the cube of the thickness enters. Two powers come from the velocity: at a given pressure gradient, a thicker film has both a larger driving force per unit area and a greater distance over which to build up speed. The third power comes from the depth of liquid that moves.

The depth-averaged velocity is $\bar u = Q/h = -p_x h^2/(3\eta)$, while the surface velocity is $u(h) = -p_x h^2/(2\eta)$. Their ratio is $3/2$.

**Limit: total force.** At the substrate the shear stress is $\eta u_z(0) = -p_x h$. The pressure force on the whole liquid column, per unit substrate area, is also $-p_x h$. The substrate therefore carries the full driving force, as it must when the liquid does not accelerate.

### Stage 2: a slowly varying film

Now let $h$ depend on $x$ and $t$. The Stage 1 profile can be used locally if everything varies slowly along the film. The measure of slowness is

$$ X = q h_0 . $$

Incompressibility reads $u_x + w_z = 0$, with $w$ the vertical velocity. A derivative along $x$ brings a factor of order $q$, and one along $z$ a factor of order $1/h_0$. Hence $w$ is of order $X u$.

The horizontal force balance is $p_x = \eta(u_{xx} + u_{zz})$. The first viscous term is smaller than the second by a factor of order $X^2$, so Stage 1 is recovered. It also shows that $p$ is of order $\eta u/(q h_0^2) = \eta u/(X h_0)$.

The vertical balance is $p_z = \eta(w_{xx} + w_{zz})$. Its right side is of order $\eta X u/h_0^2$, so across the depth the pressure changes by about $\eta X u/h_0$. Compared with $p$ itself, this is again of order $X^2$. The pressure is therefore uniform across the depth to leading order. The viscous normal stress $2\eta w_z$ at the surface has the same small relative size.

Inertia adds $\rho u_t$ to the horizontal balance, with $\rho$ the density. Since the flow changes at the rate $\Gamma$, the ratio of this term to $\eta u_{zz}$ is of order $\rho h_0^2 \Gamma/\eta$. That ratio must be small.

The pressure is set by the curved surface. Consider a piece of surface between $x$ and $x + dx$, of unit width. Surface tension pulls on its two ends along the surface. For a small slope, the vertical component of the pull is $\gamma h_x$ at the right end and $-\gamma h_x$ at the left, each slope taken at its own end. The net upward pull is $\gamma h_{xx}\, dx$. The liquid pushes upward with $p\, dx$. The surface has no mass, so these forces add to zero:

$$ p = -\gamma h_{xx} . $$

At a crest $h_{xx} < 0$, and the pressure is positive. At a trough it is negative. Liquid is driven from crests to troughs.

Volume conservation supplies the time dependence. Liquid between two fixed positions increases by what enters minus what leaves, so

$$ h_t + Q_x = 0 . $$

Inserting $p_x = -\gamma h_{xxx}$ into the flux gives $Q = \gamma h^3 h_{xxx}/(3\eta)$, and hence

$$ h_t = -\frac{\gamma}{3\eta}\left( h^3 h_{xxx} \right)_x . $$

This film equation assumes long waves and small slopes, but not that the ripple is small compared with the thickness.

**Limit: uniform pressure.** A flat film has $h_{xxx} = 0$ and stays flat. A parabolic stretch of surface also has $h_{xxx} = 0$. It is curved, but its pressure is uniform, and no liquid flows within it. Levelling is driven by differences in curvature, not by curvature itself.

**Limit: energy.** For small slopes, the excess surface energy of one period, per unit width, is $E = \frac{\gamma}{2}\int h_x^2\, dx$. Differentiate it in time and integrate by parts. The boundary terms cancel because the film is periodic:

$$ \frac{dE}{dt} = \gamma \int h_x h_{xt}\, dx = -\gamma \int h_{xx} h_t\, dx = \gamma \int h_{xx} Q_x\, dx = -\gamma \int h_{xxx} Q\, dx . $$

With the capillary flux inserted,

$$ \frac{dE}{dt} = -\frac{\gamma^2}{3\eta} \int h^3 h_{xxx}^2\, dx \le 0 . $$

The sign of the film equation is therefore right: surface energy can fall but not rise.

### Stage 3: a small ripple

Insert $h = h_0 + a\cos qx$. The successive derivatives are

$$ h_x = -aq\sin qx, \qquad h_{xx} = -aq^2\cos qx, \qquad h_{xxx} = aq^3\sin qx . $$

Since $h_{xxx}$ is already proportional to $a$, the factor $h^3$ may be replaced by $h_0^3$ at first order in $a$. Then

$$ \left( h^3 h_{xxx} \right)_x \simeq h_0^3 a q^4 \cos qx . $$

The left side of the film equation is $a_t \cos qx$. Equating the coefficients of $\cos qx$ gives

$$ a_t = -\frac{\gamma h_0^3 q^4}{3\eta}\, a = -\Gamma a , $$

which is the stated result. The four powers of $q$ have separate origins: two from the curvature, one from the pressure gradient and one from the divergence of the flux.

At fixed $\gamma$, $\eta$ and $q$, halving the thickness makes the decay eight times slower. At fixed thickness, doubling the wavelength makes it sixteen times slower.

**General small profiles.** The first-order equation is linear, so each Fourier component decays at its own rate. Its squared amplitude, which enters a roughness spectrum, decays at $2\Gamma$. If the surface also varies along the second horizontal direction $y$, the pressure is $-\gamma(h_{xx} + h_{yy})$ and the flux follows the pressure gradient in both directions. The same steps then give $q^4 = (q_x^2 + q_y^2)^2$. An egg-box pattern with $q_x = q_y$ decays four times as fast as parallel ridges with the wavevector $q_x$ alone.

### Stage 4: slip, gravity and van der Waals forces

Suppose that the liquid slides over the substrate according to $u(0) = b\,u_z(0)$, where $b$ is the slip length. The stress profile of Stage 1 is unchanged, so $u_z(0) = -p_x h/\eta$ and the velocity gains the constant $-b h p_x/\eta$. Integrated over the depth, this adds $-b h^2 p_x/\eta$ to the flux:

$$ Q = -\frac{h^3 + 3 b h^2}{3\eta}\, p_x . $$

Gravity $g$ adds the hydrostatic pressure $\rho g (h - z)$, whose horizontal gradient is $\rho g h_x$. For van der Waals forces, use the standard energy per unit area

$$ \phi(h) = -\frac{A}{12\pi h^2} , $$

where $A$ is an effective Hamaker constant. Adding liquid of thickness $dh$ changes this energy by $\phi'(h)\, dh$, so the added pressure is $\phi'(h) = A/(6\pi h^3)$. Its derivative is $\phi''(h) = -A/(2\pi h^4)$.

At first order in $a$, the part of the pressure that varies along the film is $K a \cos qx$, with

$$ K = \gamma q^2 + \rho g - \frac{A}{2\pi h_0^4} . $$

Hence $p_x = -qKa\sin qx$. Inserting this into the flux and then into $h_t = -Q_x$ gives the decay rate

$$ \Gamma_K = \frac{(h_0^3 + 3 b h_0^2)\, q^2}{3\eta}\left( \gamma q^2 + \rho g - \frac{A}{2\pi h_0^4} \right) . $$

For $b = g = A = 0$ this returns $\Gamma$. For $A > 0$ the van der Waals term opposes levelling, because $\phi''(h) < 0$: the added pressure $\phi'(h)$ is higher where the film is thin, so it drives liquid from thin places to thick ones. In terms of energy, the thin places gain more by thinning than the thick places pay by thickening. If gravity is negligible, the bracket changes sign at the wavelength

$$ \lambda_c = 2\pi\sqrt{\frac{2\pi\gamma h_0^4}{A}} , $$

and longer ripples grow. The statement that long waves are damped thus has an upper limit in wavelength when $A > 0$, unless gravity outweighs the van der Waals term, $\rho g > A/(2\pi h_0^4)$.

A case with growth tests the step from these pressures to the decay rate; the pressures themselves are taken as given. Let $b/h_0 = 0.1$, and let the gravity and van der Waals terms be $0.3$ and $2.0$ times $\gamma q^2$. The formula gives $\Gamma_K/\Gamma = 1.3\,(1 + 0.3 - 2.0) = -0.91$. Direct evaluation of the nonlinear film equation for a ripple of relative amplitude $10^{-5}$ gives $-0.91000$.

### A polystyrene film

Consider a polystyrene resist film annealed at 413 K, with $h_0 = 100$ nm, $\lambda = 5$ µm and $a(0) = 5$ nm. Rough typical values for a melt of low molar mass are $\gamma = 30$ mN/m and $\eta = 10^4$ Pa s. The wavevector is $q = 2\pi/\lambda = 1.2566$ µm$^{-1}$, and $X = 0.1257$. In SI units $q^4 = 2.494\times10^{24}$ m$^{-4}$, so

$$ \Gamma = \frac{0.030 \times 10^{-21} \times 2.494\times10^{24}}{3\times10^4}\ \mathrm{s^{-1}} = 2.494\times10^{-3}\ \mathrm{s^{-1}} . $$

The decay time $1/\Gamma$ is 401 s, or 6.7 min. After 600 s, $\Gamma t = 1.496$, and the amplitude is $5\, e^{-1.496} = 1.12$ nm. The extra digits serve comparisons within the model; the rough material values do not justify them as a prediction.

The motion is slow. From $Q_x = -h_t = \Gamma a\cos qx$, the flux is $Q = (\Gamma a/q)\sin qx$. The peak depth-averaged velocity is therefore $\Gamma a/X$, and the peak surface velocity is

$$ \frac{3}{2}\,\frac{\Gamma a}{X} = 1.5 \times \frac{2.494\times10^{-3} \times 5}{0.1257}\ \mathrm{nm/s} = 0.149\ \mathrm{nm/s} . $$

With the other inputs fixed, a 50 nm film needs 3208 s for the same reduction by a factor $e$. On the original film, a ripple of 10 µm wavelength needs 6416 s.

The wavelength at which a ripple's amplitude falls by a factor $e$ during an anneal of duration $t$ follows from $\Gamma t = 1$. Because $\Gamma \propto \lambda^{-4}$, it is $5 \times 1.496^{1/4} = 5.5$ µm for 600 s. Doubling the time raises it by a factor $2^{1/4} = 1.19$. Longer annealing is a weak way to reach longer ripples.

## Second half: finite depth, finite amplitude and the real film

The mean thickness is $h_0$, the ripple is $a\cos qx$, and $X = qh_0$. Viscosity, surface tension and density are $\eta$, $\gamma$ and $\rho$; the velocities along $x$ and $z$ are $u$ and $w$; and $p$ is the pressure above ambient. The first half gave the film equation and the small-ripple rate

$$ h_t = -\frac{\gamma}{3\eta}\left( h^3 h_{xxx} \right)_x, \qquad \Gamma = \frac{\gamma h_0^3 q^4}{3\eta} . $$

Slip of length $b$ multiplies this rate by $1 + 3b/h_0$. A van der Waals force with Hamaker constant $A > 0$ makes ripples longer than $\lambda_c$ grow. The example has $h_0 = 100$ nm, $\lambda = 5$ µm, $a(0) = 5$ nm, $\gamma = 30$ mN/m, $\eta = 10^4$ Pa s and $1/\Gamma = 401$ s.

This part has derived the long-wave film equation and the decay rate of a small ripple, including the effects of slip, gravity and van der Waals forces, and applied the simple rate to a polystyrene film. It remains to treat films of any depth and ripples of finite amplitude, and to judge which omissions matter in the example.

Numbers in the example were calculated in double precision.
